# Why averaging the highest eigenvalue misplaces a degenerate band edge

Q: I want the thermal renormalisation of a valence-band top. I displace the nuclei of a supercell at random with their thermal distribution, diagonalise, take the highest eigenvalue, and average it. The band top is by definition the highest level, so I see nothing to choose. In a model with 8 cells at 300 K the top moves up by 20.5 meV, with a statistical error of 0.1 meV.

A: Is that band top degenerate with the nuclei at rest? And what is the model?

Q: It is doubly degenerate. Each site of a simple cubic lattice carries two real orbitals. The hopping matrix along axis $a$ is

$$T_a=t\,(1+\alpha\,\mathbf n_a\cdot\boldsymbol\sigma),\qquad \boldsymbol\sigma=(\sigma_z,\sigma_x),$$

with three unit vectors $\mathbf n_a$ at $120^\circ$ to each other in a plane. Each site has two local vibrational coordinates $\mathbf Q_i=(Q_{i1},Q_{i2})$, all with the same frequency, which add to the site energy

$$g\,\mathbf Q_i\cdot\boldsymbol\sigma-\frac w2|\mathbf Q_i|^2 .$$

The parameters are round numbers: $t=500$, $g=100$, $w=30$ and $\hbar\omega=50$ meV, with $\alpha=0.5$. The electrons follow the nuclei statically, so phonon energies do not enter the electronic problem.

A: Let us first confirm where the top is. With $c_a=\cos q_a$, taking the lattice constant as 1, the Bloch matrix is $H(\mathbf q)=2\sum_a c_aT_a$. Its eigenvalues are

$$2t\Big[\sum_a c_a\pm\alpha\Big|\sum_a c_a\mathbf n_a\Big|\Big].$$

At $\mathbf q=0$ the vectors $\mathbf n_a$ sum to zero, so both eigenvalues equal $E_0=6t=3000$ meV. Elsewhere put $d_a=1-c_a\ge0$. Then $|\sum_a c_a\mathbf n_a|=|\sum_a d_a\mathbf n_a|\le\sum_a d_a$, so every level lies at least $2t(1-\alpha)\sum_a d_a>0$ below $E_0$. The top is the pair at $\mathbf q=0$, and it is isolated in a finite supercell. How do you sample the displacements?

Q: As independent Gaussians. The coordinate is dimensionless, $Q=(b+b^\dagger)/\sqrt2$, with variance

$$s^2=\langle Q^2\rangle=n+\tfrac12=\tfrac12\coth\frac{\hbar\omega}{2k_BT},\qquad n=\frac1{e^{x}-1},\quad x=\frac{\hbar\omega}{k_BT}.$$

At 300 K this is 0.669. Is the Gaussian itself safe at finite temperature?

A: Yes, for harmonic nuclei. Let $A=e^{i\eta Q}$ and $f(\eta)=\langle A\rangle$. The thermal density matrix $\rho$ obeys $\rho b^\dagger=e^{-x}b^\dagger\rho$, so cyclic permutation under the trace gives $\langle b^\dagger A\rangle=e^{-x}\langle Ab^\dagger\rangle$. Since $[Q,b^\dagger]=1/\sqrt2$, we have $Ab^\dagger=b^\dagger A+(i\eta/\sqrt2)A$. Solving for the average,

$$\langle b^\dagger A\rangle=n\,\frac{i\eta}{\sqrt2}f .$$

In the same way $\rho b=e^{x}b\rho$ and $Ab=bA-(i\eta/\sqrt2)A$ give $\langle bA\rangle=(n+1)(i\eta/\sqrt2)f$. Adding the two and dividing by $\sqrt2$,

$$f'(\eta)=i\langle QA\rangle=-\eta\,(n+\tfrac12)f,\qquad f=e^{-\eta^2s^2/2}.$$

This is the characteristic function of a Gaussian of variance $s^2$. Your sampling is sound. The trouble lies in what you average.

Q: What is wrong with the highest eigenvalue?

A: Write the Hamiltonian as $H_0+V+W$, with $V$ linear and $W$ quadratic in the displacements. Let $P$ project on the degenerate multiplet, which has $d$ states. Split an eigenvector into $\psi_P$ inside the multiplet and $\psi_R$ outside. To leading order the outside part of the eigenvalue equation gives

$$\psi_R=RV\psi_P,\qquad R=\sum_{m\notin P}\frac{|m\rangle\langle m|}{E_0-E_m}.$$

Here I replaced the eigenvalue $E$ by $E_0$ in the denominator. They differ at first order, so the error in the energy is of third order. Inserting $\psi_R$ in the inside part, the levels to second order are the eigenvalues of the $d\times d$ matrix

$$H_{\rm eff}=E_0+PVP+PWP+PVRVP .$$

For a single level, $PVP$ is a number linear in the displacements. It averages to zero and leaves a shift of order $s^2$. For a multiplet, $PVP$ is a matrix. If the displacements split the levels at first order, its largest eigenvalue is not a linear function of them. A Kramers pair, whose degeneracy is protected by time reversal, is not split by displacements and escapes this problem.

Q: In my model, what is it?

A: The pair at $\mathbf q=0$ has amplitude $1/\sqrt N$ on each of the $N$ sites, so

$$PVP=g\,\bar{\mathbf Q}\cdot\boldsymbol\sigma,\qquad \bar{\mathbf Q}=\frac1N\sum_i\mathbf Q_i .$$

Since $(\bar{\mathbf Q}\cdot\boldsymbol\sigma)^2=|\bar{\mathbf Q}|^2$ and the matrix is traceless, its eigenvalues are $\pm g|\bar{\mathbf Q}|$. The upper one rises for $\bar{\mathbf Q}$ and also for $-\bar{\mathbf Q}$. The two displacements do not cancel in your average.

Q: How large is the effect?

A: Each component of $\bar{\mathbf Q}$ is a mean of $N$ independent Gaussians, with variance $v=s^2/N$. The length $r$ of a two-component Gaussian vector has density $(r/v)e^{-r^2/2v}$, hence

$$\langle|\bar{\mathbf Q}|\rangle=\frac1v\int_0^\infty r^2e^{-r^2/2v}\,dr=\frac1v\sqrt{\frac\pi2}\,v^{3/2}=\sqrt{\frac{\pi v}2}.$$

To leading order your average therefore lies above the centre of the pair by

$$B=g\,s\sqrt{\frac{\pi}{2N}} .$$

For 8 cells at 300 K, $s=0.818$ and $B=100\times0.818\times1.253/2.828=36.2$ meV. This is linear in $s$, while the renormalisation you want is of order $s^2$.

Q: But the levels really do split in each configuration. Why should the splitting not count as part of the shift?

A: Because it has no fixed direction in the space of the two states. The state at the top changes from one configuration to the next. For $\bar{\mathbf Q}$ along the first coordinate it is one orbital combination, and for $-\bar{\mathbf Q}$ it is the other. Relative to a fixed state, the linear term raises the energy as often as it lowers it. It spreads the levels about their centre, which is a width. By the renormalisation I mean the shift of the edge after the linear fluctuations have averaged out, so one must average the matrix $H_{\rm eff}$ in a fixed basis and diagonalise afterwards. If symmetry makes the averaged matrix a multiple of the unit matrix, both states shift by its trace divided by $d$:

$$\Delta=\frac1d\big\langle\operatorname{tr}(PWP+PVRVP)\big\rangle .$$

The term $PVP$ has dropped out because $\langle Q\rangle=0$. The trace of $H_{\rm eff}$ is the sum of the $d$ levels, so in practice you average all members of the multiplet with equal weight. No tracking of eigenvectors is needed.

Q: Perturbation theory for one state of the pair would also contain its coupling to the other, with a vanishing denominator. Where has that gone?

A: Lift the degeneracy slightly and sum over both states. The couplings within the multiplet contribute

$$\sum_{n\ne m\in P}\frac{|V_{nm}|^2}{E_n-E_m}=0,$$

because exchanging $n$ and $m$ changes the sign of each term. The cancellation rests on the neglect of phonon energies. If a phonon energy is kept, a denominator such as $E_n-E_m-\hbar\omega$ is no longer odd under the exchange, and couplings within the multiplet can contribute to the trace. The shift $\Delta$ is the static one.

Q: Then work out $\Delta$ for my model. Does the symmetry condition hold?

A: The quadratic term is the same for both orbitals. Each of the two coordinates on a site has variance $s^2$, so its average is $-(w/2)\,2s^2=-ws^2$.

For the linear coupling, different coordinates are uncorrelated, so both factors of $V$ must act on the same site and through the same coordinate. The factor $1/N$ from the amplitudes cancels the sum over $N$ equivalent sites:

$$\langle PVRVP\rangle=g^2s^2\big(\sigma_zR_0\sigma_z+\sigma_xR_0\sigma_x\big),\qquad R_0=\frac1N\sum_{\mathbf q\ne0}[6t-H(\mathbf q)]^{-1}.$$

$R_0$ is the $2\times2$ block of $R$ on one site. $H(\mathbf q)$ contains the matrices $1,\sigma_z,\sigma_x$ alone, and so does its inverse, so $R_0=F+f_z\sigma_z+f_x\sigma_x$. Using $\sigma_z\sigma_x\sigma_z=-\sigma_x$ and $\sigma_x\sigma_z\sigma_x=-\sigma_z$,

$$\begin{aligned}\sigma_zR_0\sigma_z&=F+f_z\sigma_z-f_x\sigma_x,\\ \sigma_xR_0\sigma_x&=F-f_z\sigma_z+f_x\sigma_x.\end{aligned}$$

The sum is $2F$ times the unit matrix, so the condition holds. With $F=\frac12\operatorname{tr}R_0$,

$$\Delta=2g^2s^2F-ws^2,\qquad F=\frac1{2N}\sum_{\mathbf q\ne0}\operatorname{Tr}[6t-H(\mathbf q)]^{-1}.$$

The first term is positive: the other levels lie below the top and push it up.

Q: With 8 cells the sum should be short enough to do by hand.

A: Each $q_a$ is $0$ or $\pi$, so seven points remain. With $\alpha=0.5$, the depths below $6t$ in units of $2t$ are:

- one component equal to $\pi$ (3 points): $\sum_a c_a=1$ and $|\sum_a c_a\mathbf n_a|=2$, giving depths 1 and 3;
- two components equal to $\pi$ (3 points): $\sum_a c_a=-1$ and again length 2, giving depths 3 and 5;
- all three equal to $\pi$ (1 point): depth 6 twice.

The inverse depths add up to

$$3\Big(1+\frac13\Big)+3\Big(\frac13+\frac15\Big)+\frac26=\frac{89}{15},\qquad F=\frac1{16}\,\frac1{2t}\,\frac{89}{15}=\frac{89}{480\,t}.$$

At 300 K the linear coupling gives

$$2g^2s^2F=\frac{89\times100^2\times0.669}{240\times500}=4.96\ \text{meV},$$

and the quadratic coupling gives $-30\times0.669=-20.07$ meV. Hence $\Delta=-15.1$ meV. The band top goes down.

Q: My average had it going up. What do my own samples give if I use both levels?

A: In the same configurations the highest level averages $+20.49$ meV and its partner $-50.57$ meV, both relative to $6t$. Half their sum is $-15.04$ meV, with a statistical error of 0.04 meV. Half their difference is 35.5 meV, against the leading-order 36.2 meV. That discrepancy of about 2 per cent of $B$ exceeds the statistical error of 0.13 meV. The formula for $B$ omits higher orders in $s$, and I have not separated their contributions.

Q: Could the 36 meV have some other origin, such as the coupling to the lower levels?

A: Your model lets us test that. Subtract $\bar{\mathbf Q}$ from every site, so that $PVP=0$ in each configuration while the displacements with $\mathbf q\ne0$ stay. The mean half-splitting falls from about 36 to 1.25 meV. With $PVP$ gone, what is left must come from second and higher orders. The trace average becomes $-12.5$ meV. The formula predicts $4.96-\frac78\times20.07=-12.6$ meV, because removing the uniform part takes away $1/N$ of the variance on each site.

Q: Suppose I avoid random sampling and take the second derivative of the top level from frozen displacements. Half of it times $s^2$, summed over coordinates, should be the shift of order $s^2$.

A: The top level has no second derivative there. Displace one coordinate on one site by $\pm h$. The first-order levels are $\pm gh/N$, so the top rises by $gh/N$ for either sign, a cusp. The second difference divided by $h^2$ contains $2g/(Nh)$. Summing over $2N$ coordinates and multiplying by $s^2/2$ gives a spurious $2gs^2/h$. For $h=0.10$ this is $2\times100\times0.669/0.10=1338$ meV, and halving the step doubles it. The computed "shifts" from the top level are 1323 meV at $h=0.10$ and 2661 meV at $h=0.05$. From the trace both steps give $-15.1$ meV, since the cusps of the two levels cancel in their sum.

Q: Perhaps I can live with a constant offset. I mostly need the change with temperature.

A: The offset is not constant, since it grows as $s$. For 8 cells, with a new set of random numbers, the same at each temperature (the highest level carries a statistical error of 0.1 to 0.2 meV, so its value at 300 K differs a little from the one above):

- 0 K: highest level $+19.9$ meV, trace average $-11.2$ meV;
- 300 K: highest level $+20.8$ meV, trace average $-15.0$ meV;
- 600 K: highest level $+20.8$ meV, trace average $-24.9$ meV.

Between 0 and 600 K the edge falls by 13.7 meV, while your average rises by less than 1 meV. Keeping the leading term of the bias and of the shift, your average is $\beta s-\gamma s^2$, with $\beta=g\sqrt{\pi/2N}=44.3$ meV and $\gamma=15.1/0.669=22.6$ meV. This has its maximum at $s=\beta/2\gamma=0.98$, or $s^2=0.96$, which lies between the values 0.67 at 300 K and 1.11 at 600 K. The apparent independence of temperature is a near-cancellation for this cell size and these parameters.

Q: Then I should use a larger supercell. $B$ falls as $N^{-1/2}$.

A: It does, as long as the pair stays isolated from the levels below. At 300 K, 27 cells give a mean half-splitting of 19.6 meV and a highest-level average of $+5.2$ meV. With 64 cells the values are 12.7 and $-1.4$ meV. The sign is now right, but the trace average is $-14.2$ meV, so the highest level still misses most of the shift.

The trace has a finite-size error of its own. Near $\mathbf q=0$ the summand in $F$ varies as $1/q^2$, and the omitted point stands for a region of radius about $1/L$, where $N=L^3$. That region contributes of order $\int_0^{1/L}q^2\,dq/q^2=1/L$. The trace averages for 8, 27 and 64 cells are $-15.0$, $-14.4$ and $-14.2$ meV, and the formula evaluated for $80^3$ cells gives $-12.8$ meV. This error decays more slowly than the bias $L^{-3/2}$, but in the three cells used here it is much the smaller of the two.

Q: Can I follow the pair to any size?

A: No. The nearest level below the top has one component $q_a=2\pi/L$, at a depth

$$2t(1-\alpha)\Big(1-\cos\frac{2\pi}L\Big)\simeq t(1-\alpha)\Big(\frac{2\pi}L\Big)^2 .$$

This falls as $L^{-2}$, faster than the coupling matrix elements, which fall as $L^{-3/2}$. The typical matrix element $gs/L^{3/2}$ reaches this depth only at $L\simeq[4\pi^2t(1-\alpha)/gs]^2$, about $1.5\times10^4$ at 300 K, but many neighbours contribute at once. To second order in the linear coupling, the weight a state of the pair loses to all lower levels is $g^2s^2N^{-1}\sum_{\mathbf q\ne0}\operatorname{Tr}[6t-H(\mathbf q)]^{-2}$. This grows in proportion to $L$, about $10^{-3}L$ at 300 K, and reaches order one near $L\sim10^3$, still far beyond any supercell you would diagonalise. In cells of that size the pair mixes strongly with its neighbours and "the two highest levels" loses its meaning. Nor does the highest level tend to the renormalised edge in an infinite crystal. Somewhere there are arbitrarily large regions in which every $\mathbf Q_i$ is close to the same vector of length $g/w$, where the site energy $g|\mathbf Q|-\frac w2|\mathbf Q|^2$ is largest. The highest level then approaches $6t+g^2/2w$, which is 167 meV above the edge at rest. Such regions are far too rare to appear in the cells used here. For a large crystal one can instead average the spectral function projected on the states at $\mathbf q=0$ and follow its peak near the edge. This does not help in the small cells used here: the distribution of $\pm g|\bar{\mathbf Q}|$ gives two peaks, near $6t+\Delta\pm gs/\sqrt N$, with a dip between them. The mean energy of the spectral function will not do either: the linear coupling averages to zero there, so the mean is $6t-ws^2$ and lacks the first term of $\Delta$. In the three cells diagonalised here the depth is 1000, 750 and 500 meV, far above the splitting.

Q: And if the band top is not degenerate, was my procedure right all along?

A: Yes, while the level stays isolated in the supercell. For $d=1$ the trace is the eigenvalue itself. To test this, add a crystal field $\pm200$ meV to the two orbitals of every site, so that the pair is split by 400 meV, far more than $g|\bar{\mathbf Q}|$. For 8 cells at 300 K the averaged highest eigenvalue then shifts by $-13.4$ meV, and second-order perturbation theory for that single level gives $-13.5$ meV. If the crystal field were comparable with $g|\bar{\mathbf Q}|$, the linear term would mix the two levels strongly and neither could be treated alone. The trace would still give the centre of the pair, but not its two separate edges. Also, if the band top occurs at several equivalent wave vectors that fold onto the same point of the supercell, they form a multiplet there, and displacements that couple them can bring the linear bias back.

Q: What about a degenerate conduction-band bottom, where I took the lowest eigenvalue?

A: The lowest eigenvalue of a matrix never exceeds its trace divided by $d$, and the highest never lies below it. Linear splitting therefore biases your conduction edge downwards and your valence edge upwards, and the two errors add to make the gap too small. Average the trace of each multiplet and both linear terms vanish. The program behind these numbers checks the trace formula and the bias separately against diagonalised supercells.

## Numbers as computed

```
hopping t = 500 meV, anisotropy alpha = 0.5
phonon energy = 50 meV
linear coupling g = 100 meV
quadratic coupling w = 30 meV
band top at rest 6t = 3000 meV
variance s^2 at 300 K = 0.6690 (dimensionless)
Frozen-phonon shifts, 8 cells, 300 K:
 step 0.10: trace -15.107 meV, top level 1322.7 meV
 step 0.05: trace -15.108 meV, top level 2660.8 meV
Thermal averages at 300 K, shifts from 6t:
 N = 8, samples = 20000, next level 1000 meV below
  formula: linear-coupling part 4.96 meV
  formula: quadratic part -20.07 meV
  trace/2: -15.04 +- 0.04 meV, formula -15.11 meV
  highest: 20.49 +- 0.12 meV, formula 21.14 meV
  lowest of pair: -50.57 meV
  bias: 35.53 +- 0.13 meV, formula 36.24 meV
 N = 27, samples = 4000, next level 750 meV below
  formula: linear-coupling part 5.64 meV
  formula: quadratic part -20.07 meV
  trace/2: -14.41 +- 0.05 meV, formula -14.43 meV
  highest: 5.22 +- 0.16 meV, formula 5.30 meV
  lowest of pair: -34.03 meV
  bias: 19.62 +- 0.16 meV, formula 19.73 meV
 N = 64, samples = 1000, next level 500 meV below
  formula: linear-coupling part 5.99 meV
  formula: quadratic part -20.07 meV
  trace/2: -14.15 +- 0.06 meV, formula -14.08 meV
  highest: -1.43 +- 0.21 meV, formula -1.26 meV
  lowest of pair: -26.86 meV
  bias: 12.71 +- 0.21 meV, formula 12.81 meV
trace formula, 80x80x80 cells: -12.75 meV
Temperature dependence, 8 cells:
 0 K: s^2 = 0.5000
  trace/2 -11.24 meV, formula -11.29 meV
  highest 19.86 meV, bias 31.10 meV, formula 31.33 meV
 300 K: s^2 = 0.6690
  trace/2 -15.02 meV, formula -15.11 meV
  highest 20.80 meV, bias 35.82 meV, formula 36.24 meV
 600 K: s^2 = 1.1134
  trace/2 -24.93 meV, formula -25.15 meV
  highest 20.78 meV, bias 45.71 meV, formula 46.76 meV
Averaged matrix, 8 cells, 300 K: eigenvalue shifts
 -15.07 and -15.05 meV
Uniform displacement removed, 8 cells, 300 K:
 bias 1.25 meV, trace/2 -12.49 meV
Non-degenerate control, crystal field 400 meV:
 highest -13.42 +- 0.07 meV, formula -13.52 meV
```
